Why canonical thermostats do not preserve barrier-crossing rates in a double well

**Q:** I compute a hopping rate from molecular dynamics with a thermostat. The thermostat samples the canonical ensemble, so my free-energy barrier is right. The rate follows from the barrier, so the rate must be right too, whichever canonical thermostat I choose.

**A:** The first inference holds; the second does not. Take one classical particle of mass m in

V(x) = E_b (x²/a² − 1)².

Its wells lie at x = ±a. Since V″(0) = −4E_b/a², the barrier frequency is ω_b = (2/a)√(E_b/m). Couple it either to Langevin friction γ, with matching noise, or to Andersen collisions, which at rate ν replace v by a fresh Maxwell value.

Write ⟨f,h⟩ for the canonical average of fh, and let Π average over v at fixed x with Maxwell weight. The mean of an observable f changes in time as ⟨Lf⟩, with

L = A − S, A = v ∂_x − (V′/m) ∂_v,
Langevin: S f = γ[v ∂_v f − (kT/m) ∂_v² f],
Andersen: S f = ν(f − Πf).

A is the derivative along Hamiltonian motion, which conserves both phase volume and the Boltzmann weight. The average of A(fh) therefore vanishes, so ⟨f,Ah⟩ = −⟨Af,h⟩. For S, integration by parts in v (Langevin) and Π² = Π (Andersen) give

⟨f,Sf⟩ = γ(kT/m)⟨(∂_v f)²⟩ or ν⟨f² − (Πf)²⟩.

Both are non-negative, and S is symmetric. Since A1 = S1 = 0,

⟨Lf⟩ = ⟨1,Af⟩ − ⟨1,Sf⟩ = −⟨A1,f⟩ − ⟨S1,f⟩ = 0.

The canonical distribution is stationary for both thermostats at any strength. In both cases Sv = gv, with g = γ or ν, so equal g means equal direct damping of the velocity.

**Q:** Then the frequency of barrier crossings is fixed as well.

**A:** Yes. The rightward flux through x = 0, divided by the left population 1/2, is the transition-state rate

k_TST = ⟨v θ(v) δ(x)⟩/(1/2) = ⟨|v| δ(x)⟩.

With ⟨|v|⟩ = √(2kT/πm) and ⟨δ(x)⟩ = e^(−E_b/kT)/Z_x, where Z_x = ∫e^(−V/kT)dx, this is

k_TST = 2√(kT/2πm) e^(−E_b/kT)/Z_x.

No thermostat parameter appears. But a crossing is not yet a hop: the particle may return at once. Let s = sgn x and C(t) = ⟨s(0)s(t)⟩. If each well is left at rate k, the population difference decays at 2k, so C = e^(−2kt). I define k through the correlation time,

τ = ∫₀^∞ C dt, k = 1/(2τ), κ = k/k_TST.

This is the hopping rate when the barrier is several kT, so that hopping is much slower than the other relaxation.

Stationarity makes ⟨s(t₀)s(t₀+t)⟩ independent of t₀. Differentiating with respect to t₀, with ds/dt = 2v δ(x), gives

−dC/dt = 2⟨v δ(x) s(t)⟩ = 2k_TST κ(t), κ(t) = ⟨v δ(x) s(t)⟩/⟨|v| δ(x)⟩.

By the symmetry (x,v) → (−x,−v), κ(t) is the mean of s(t) for starts at the top with v > 0, weighted by v. It begins at 1. After the early returns, C ≈ e^(−2kt) gives κ(t) ≈ κ e^(−t/τ). The starting points are canonical, but s(t) depends on the dynamics, and the thermostat is part of the dynamics.

**Q:** A weak thermostat hardly disturbs the motion. Surely κ then tends to its undisturbed value?

**A:** In this model that value is zero, because nothing else supplies or removes energy. Let u = ∫₀^∞ e^(Lt)s dt, where e^(Lt)s is the expected s(t) for a given starting point. Then −Lu = (S − A)u = s and τ = ⟨s,u⟩. Take any f with Af = 0, that is, constant along each Hamiltonian orbit:

⟨f,s⟩ = ⟨f,Su⟩ − ⟨f,Au⟩ = ⟨f,Su⟩ + ⟨Af,u⟩ = ⟨f,Su⟩.

The Cauchy–Schwarz inequality for S gives ⟨f,s⟩² ≤ ⟨f,Sf⟩⟨u,Su⟩. Because ⟨u,Au⟩ = 0, ⟨u,Su⟩ = ⟨u,(S − A)u⟩ = ⟨u,s⟩ = τ. Hence

κ = 1/(2k_TST τ) ≤ ⟨f,Sf⟩/(2k_TST⟨f,s⟩²).

S is proportional to g, so κ is bounded by a constant times g.

For Andersen collisions take f = s below the barrier energy and f = 0 above it. An orbit below E_b stays in its well, so Af = 0. Let p(x) be the chance that a redrawn velocity puts the energy above E_b. Then Πf = s(1−p) and ⟨f²⟩ = ⟨f,s⟩ = ⟨1−p⟩, so

⟨f,Sf⟩ = ν⟨(1−p) − (1−p)²⟩ = ν⟨p(1−p)⟩.

The Langevin form contains ∂_v f, so f must be continuous. Take f = s[1 − e^(−(E_b−E)/kT)] below E_b and zero above. There ∂_v f = −s(mv/kT)e^(−(E_b−E)/kT), and

⟨f,Sf⟩ = (γ/kT)⟨mv² e^(−2(E_b−E)/kT)⟩, restricted to E < E_b.

To evaluate this for a high barrier, use dx dp = dE dt. Around one orbit ∫mv²dt = ∮p dx = J(E). With two wells and Z = √(2πmkT) Z_x,

⟨f,Sf⟩ = (2γ/(kT Z)) e^(−E_b/kT) ∫₀^(E_b) J(E) e^(−(E_b−E)/kT) dE ≈ 2γJ_b e^(−E_b/kT)/Z,

because the integrand is concentrated within about kT of E_b, where J ≈ J_b. In the same notation k_TST = 2kT e^(−E_b/kT)/Z, and ⟨f,s⟩ ≈ 1. The leading slope of the bound is therefore J_b/(2kT). With y = x/a,

J_b = 2a√(2mE_b) ∫₀^√2 y√(2−y²) dy = 2a√(2mE_b)·(2√2/3) = (8/3)a√(mE_b) = 16E_b/(3ω_b).

**Q:** Then I'll couple strongly and avoid the problem.

**A:** Strong coupling gives a second bound. Average −Lu = s over v. The S term drops out because ΠS = 0. With w₁(x) = Π(vu), and Π(∂_v u) = (m/kT)w₁ by parts,

−∂_x w₁ + (V′/kT) w₁ = s.

Multiply by the position density P = e^(−V/kT)/Z_x. The left side becomes −∂_x(P w₁), so

P w₁ = G(x), G(x) = ∫ₓ^∞ P s dx′.

This holds for both thermostats at any g. Now expand u in Hermite polynomials of v, on which S is diagonal: its eigenvalue is nγ for Langevin, and ν for every n ≥ 1 for Andersen. The n = 1 component is w₁/√(kT/m). Keeping it alone in ⟨u,Su⟩ discards non-negative terms, so

τ = ⟨u,Su⟩ ≥ (gm/kT)∫P w₁² dx = (gm/kT)∫(G²/P) dx.

The right side is the overdamped, or Smoluchowski, correlation time. For a high barrier the integral comes from the top, where G ≈ 1/2 and V ≈ E_b − mω_b²x²/2:

∫(G²/P) dx ≈ (Z_x/4) e^(E_b/kT) √(2πkT/m)/ω_b.

Multiplying by 2k_TST gm/kT gives 2k_TST τ ≥ g/ω_b, or κ ≤ ω_b/g at leading order. At large g, w₁ stays fixed by G while higher components are of order 1/g, so the discarded terms become negligible and both thermostats approach the bound.

So κ vanishes at both ends, while the free-energy barrier does not move.

**Q:** I would have used Kramers' formula for Langevin friction. Where does that fit?

**A:** It treats a parabolic top with no return from the wells. There dv = (ω_b²x − γv)dt + noise. Define z = v + (μ+γ)x. Its drift is

ω_b²x − γv + (μ+γ)v = μv + ω_b²x,

which equals μz if μ(μ+γ) = ω_b². Starting at x = 0, z(t)e^(−μt) tends to v₀ plus a Gaussian variable of variance σ² = (2γkT/m)/(2μ) = γkT/(mμ). The sign of the sum decides the side, so the mean final s is erf(v₀/√(2σ²)). Average it over the flux weight (v₀/c²)e^(−v₀²/2c²), with c² = kT/m. Integration by parts gives

κ = (2/√(2πσ²)) ∫₀^∞ e^(−v²/2c² − v²/2σ²) dv = c/√(c²+σ²) = 1/√(1+γ/μ).

Because μ+γ = ω_b²/μ, this is

κ = μ/ω_b = √(1 + γ²/4ω_b²) − γ/(2ω_b).

It tends to 1 at weak friction, where the linear bound forces κ to zero. The missing event is a particle that reaches the far well, fails to lose energy, and comes back.

**Q:** How do you get κ between the limits?

**A:** For Langevin friction, write u = Σ c_n(x)h_n, with h_n the normalized Hermite polynomials of v/c. The rules v h_n = c(√(n+1) h_(n+1) + √n h_(n−1)) and ∂_v h_n = √n h_(n−1)/c turn −Lu = s into

nγ c_n = c[√n ∂_x c_(n−1) − √(n+1) D†c_(n+1)] for n ≥ 1, D† = −∂_x + V′/kT,

and c D†c₁ = s for n = 0. Solving from high n downwards gives K_n c_n = c√n ∂_x c_(n−1), with

K_n = nγ + (n+1)(kT/m) D†K_(n+1)⁻¹∂_x, K₀c₀ = s, τ = ⟨s,c₀⟩.

For Andersen collisions, put w = Πu and F = νw + s. Then (ν − A)u = F, and averaging over v gives w = Π(ν − A)⁻¹F. Inserting w = (F − s)/ν,

QF = s, Q = 1 − νΠ(ν − A)⁻¹, τ = ⟨s,w⟩ = (⟨s,Q⁻¹s⟩ − 1)/ν.

Along an orbit of frequency Ω, A multiplies the nth Fourier component by inΩ. Terms n and −n combine to the real part of ν/(ν − inΩ), which is ν²/(ν² + n²Ω²). Thus ⟨f,Qf⟩ is the canonical average over orbits of Σ|f_n|² n²Ω²/(ν² + n²Ω²). Reversing v turns A into −A but leaves functions of x unchanged, so ⟨h,(ν − A)⁻¹f⟩ = ⟨h,(ν + A)⁻¹f⟩ = ⟨(ν − A)⁻¹h,f⟩ for any f(x) and h(x): Q is symmetric on functions of x. The Cauchy–Schwarz inequality for Q then gives ⟨s,f⟩² = ⟨QF,f⟩² ≤ ⟨F,QF⟩⟨f,Qf⟩, with equality at f = F. The largest value of ⟨s,f⟩²/⟨f,Qf⟩ over trial functions f(x) is therefore ⟨F,QF⟩ = ⟨s,Q⁻¹s⟩.

**Q:** Give me numbers.

**A:** Take T = 300 K, m = 20 u, a = 0.5 Å and E_b = 5kT. Then ω_b = 3.16×10¹³ s⁻¹ and k_TST = 1.441×10⁻³ ω_b = 45.5 ns⁻¹. All rates here are classical. With these values ħω_b/kT = 0.80, and 1.14 for the well vibration √2 ω_b, so a harmonic estimate of zero-point and tunnelling effects would raise k_TST by about 8 %.

First, the equilibrium side. Trajectories started cold in the wells were run with both thermostats at g = 0.5 and 2 ω_b. The free-energy barrier, averaged over windows of half-width 0.1a, should be 4.90 kT; the four runs gave 4.87 to 4.97 kT. Crossing frequencies were 0.92 to 1.03 of k_TST. The lowest belongs to the run with the highest measured barrier, which had fewer particles near the top; I have not separated statistical scatter from time-step error. The tests allowed 0.15 kT and 15 % of k_TST.

Now the transmission coefficients:

g/ω_b: Langevin κ, Andersen κ, Kramers
0.05: 0.328, 0.100, 0.975
0.1: 0.522, 0.196, 0.951
0.3: 0.783, 0.473, 0.861
1: 0.620, 0.549, 0.618
3: 0.296, 0.282, 0.303
10: 0.096, 0.095, 0.099

At g = 0.05 ω_b the rates are 0.328 × 45.5 = 14.9 ns⁻¹ and 0.100 × 45.5 = 4.6 ns⁻¹. Two thermostats with the same barrier and the same velocity damping differ by a factor of 3.3. The bounds account for the order: evaluated in full, the Andersen slope is 2.23 per ω_b, so its κ cannot exceed 2.23 × 0.05 = 0.112, well below the Langevin value. The Langevin slope is 11.2; the high-barrier estimate 16 × 5/(3 × 2) = 13.3 is larger, because replacing J by its top value J_b raises the slope more than replacing ⟨f,s⟩ by 1 lowers it. At γ = 0.01 ω_b, κ = 0.086 against a bound of 0.112.

At the strong end, the full bound is 0.965 ω_b/g, or 0.0965 at g = 10 ω_b, and both thermostats lie close beneath it. Kramers' formula agrees with the Langevin values within a few per cent from γ = ω_b upwards and is too large by a factor of three at 0.05 ω_b.

Trajectories started at the top give an independent check through κ(t) ≈ κ e^(−t/τ). For g = 0.05 ω_b at time 100/ω_b they gave κ(t) = 0.304 (Langevin) and 0.104 (Andersen), against computed values of 0.298 and 0.098. With 40,000 trajectories the standard error is at most 1/√40000 = 0.005. The single-exponential form carries an error of the same size: in the Langevin case the slowest mode holds 0.988 of C(0), and the full time evolution gives κ(t) = 0.292 rather than 0.298. The Langevin value is therefore confirmed to about 4 %, not better.

**Q:** My molecule sits in a solvent, which is already a bath. Does the thermostat still matter?

**A:** It can. How much, and in which direction, depends on the strengths of both couplings relative to ω_b, not on their ratio alone. Represent the solvent by an intrinsic Langevin friction of 0.05 ω_b, a crude model without memory. The two dissipative parts add in S. Alone, the friction gives κ = 0.328. Adding Andersen collisions gives

ν = 0.005 ω_b: κ = 0.337,
ν = 0.5 ω_b: κ = 0.630,
ν = 5 ω_b: κ = 0.181.

The weakest thermostat changes the rate by 3 %. The middle one nearly doubles it, by supplying the energy exchange that limits hopping here. The strongest nearly halves it, by causing returns at the top.

**Q:** So I vary the coupling and accept the rate where it stops changing?

**A:** Only if it stops changing as the coupling goes to zero. These three values show that κ rises and then falls, so there is a maximum in between. Near it the rate is insensitive to ν, yet it is close to twice the intrinsic value or more. A flat region alone proves nothing.

The expression for κ(t) suggests a cleaner division of labour. Use any canonical thermostat to obtain the barrier, k_TST and starting points at the top. Then follow s(t) with the dynamics whose rate you want: the molecule and its solvent without the thermostat, provided that this motion itself preserves the canonical distribution and the simulated solvent is large enough to exchange the energy. In the isolated double well that second step would show κ(t) swinging in sign and then fading to zero within a few tens of 1/ω_b, as orbits of different energy fall out of phase. A particle released above the barrier never loses its energy, so it never settles in a well. The numerical output follows below.

Calculated quantities

```
T = 300 K, m = 20 u, a = 0.5 angstrom
barrier E_b/kT = 5.0; E_b = 2.0710e-13 erg
barrier frequency omega_b = 3.1587e+13 1/s
k_TST/omega_b = 1.44131e-03; k_TST = 45.53 1/ns
Equilibrium sampling (coupling in omega_b):
exact windowed free-energy barrier = 4.901 kT
window half-width = 0.10 a; time step = 0.05 /omega_b
Langevin 0.5: T_kin/T 1.0024, barrier 4.873 kT, crossings/k_TST 1.026
Langevin 2.0: T_kin/T 0.9983, barrier 4.913 kT, crossings/k_TST 0.979
Andersen 0.5: T_kin/T 1.0014, barrier 4.888 kT, crossings/k_TST 0.995
Andersen 2.0: T_kin/T 0.9972, barrier 4.967 kT, crossings/k_TST 0.922
kappa: coupling/omega_b, Langevin, Andersen, Kramers
  0.05  0.328  0.100  0.975
  0.10  0.522  0.196  0.951
  0.30  0.783  0.473  0.861
  1.00  0.620  0.549  0.618
  3.00  0.296  0.282  0.303
 10.00  0.096  0.095  0.099
Langevin kappa at gamma = 0.01 omega_b: 0.0860
its change in a smaller basis: 0.00 %
Andersen kappa, largest change, degree 16 to 24: 0.001 %
Hermite chain, Andersen 0.05: even end 0.098, odd end 0.116
weak bound slope, Langevin: 11.165 per omega_b
leading slope J_b/(2kT): 13.333 per omega_b
weak bound slope, Andersen: 2.234 per omega_b
strong bound: kappa <= 0.9652 omega_b/coupling
Reactive flux: kind, coupling, time*omega_b, measured, computed
Langevin 0.05: t 100, 0.304, 0.298
Langevin 3.0: t 25, 0.288, 0.290
Andersen 0.05: t 100, 0.104, 0.098
Andersen 3.0: t 25, 0.282, 0.277
Rates k in 1/ns: coupling/omega_b, Langevin, Andersen
  0.05  14.93  4.57
  1.00  28.23  25.01
 10.00  4.36  4.33
Intrinsic friction 0.05 omega_b alone: kappa 0.328
  plus Andersen nu = 0.005 omega_b: kappa 0.337
  plus Andersen nu = 0.5 omega_b: kappa 0.630
  plus Andersen nu = 5.0 omega_b: kappa 0.181
```
